\section*{Why hydrogen removes dangling-bond levels from the gap of amorphous silicon}

\section{Definitions and conventions}

Most silicon atoms in amorphous silicon have four neighbours. An atom with three has one \(sp^3\) hybrid orbital with no partner: a dangling bond. It holds one electron. Hydrogen brings a \(1s\) orbital and one more electron. The notation is as follows.
\begin{itemize}
\item The energy of a silicon hybrid is zero. The gap is taken to run from \(-D\) to \(D\), so this zero is midgap. That coincidence is a symmetry of the models below: with four mutually coupled hybrids per atom, the gap centre lies below the hybrid energy by the intra-atomic coupling. In the real solid the dangling level is near the middle, not necessarily at it.
\item \(h\) is the effective energy of the hydrogen orbital, and \(V\) is its coupling to the dangling hybrid. Both are real.
\item Orbitals are orthogonal until overlap is treated separately.
\item Energies are one-electron energies: repulsion enters through an average field.
\end{itemize}
The value of \(h\) belongs to a neutral Si--H bond, in which each electron feels the other. It is therefore not minus the ionization energy of a free hydrogen atom.

The example uses round values in the regime of hydrogenated amorphous silicon: \(D=0.9\) eV, hence a gap of 1.8 eV, with \(h=-1.0\) eV and \(V=-3.0\) eV. The numerical output follows the text.

A bonding and an antibonding level form for any nonzero \(V\), but this alone does not clear the gap. The coupling must exceed a threshold. The contributions to that threshold are isolated below.

\section{First contribution: the missing partner}

Let two equal hybrids on neighbouring atoms have coupling of magnitude \(v_2\). Their sum and difference have energies \(-v_2\) and \(+v_2\). In the solid, many such bonds interact and the two energies broaden into the valence and conduction bands. A hybrid without a partner is not split. In the symmetric models used here it stays at zero, between the bands.

The dangling level is thus in the gap because a coupling is absent. Hydrogen can supply one.

\section{Second contribution: coupling to hydrogen}

Write the state as \(c_d|d\rangle+c_H|H\rangle\), where \(d\) is the dangling hybrid. The Schr\"odinger equation gives
\begin{align}
Vc_H&=Ec_d, & Vc_d+hc_H&=Ec_H .
\end{align}
The first equation gives \(c_d=Vc_H/E\). Inserting this in the second and dividing by \(c_H\) gives \(V^2/E+h=E\), or
\begin{equation}
E^2-hE-V^2=0,\qquad
E_\pm=\frac h2\pm\sqrt{\frac{h^2}{4}+V^2}.
\label{two}
\end{equation}
The product of the roots is \(-V^2\), so one level is below zero and the other above. For the example,
\begin{equation}
E_\pm=-0.5\pm\sqrt{0.25+9.0}\ \text{eV},
\end{equation}
which gives \(E_-=-3.54\) eV and \(E_+=2.54\) eV. Both are outside the gap.

From \(c_d/c_H=V/E\), the hydrogen weight in the bonding level is
\begin{equation}
\frac{c_H^2}{c_H^2+c_d^2}=\frac{E_-^2}{E_-^2+V^2}
=\frac{12.54}{12.54+9.00}=0.58 .
\end{equation}
The bond is shared, with somewhat more weight on hydrogen because \(h<0\).

\subsection{When the two levels clear the gap}

Define \(P(E)=E^2-hE-V^2=(E-E_-)(E-E_+)\). It is negative between the roots and positive outside them. Both gap edges lie between the roots if \(P(D)<0\) and \(P(-D)<0\), that is, if
\begin{equation}
V^2>D^2-hD\quad\text{and}\quad V^2>D^2+hD .
\end{equation}
The larger right-hand side decides, so
\begin{equation}
V^2>D(D+|h|).
\label{twocond}
\end{equation}
Here this requires \(|V|>\sqrt{0.9\times1.9}=1.31\) eV.

Two limits show the role of \(V\). For \(|V|\gg|h|\), the levels approach \(h/2\pm|V|\), and the splitting is set by the coupling. For \(|V|\ll|h|\) with \(h<0\), expanding the square root gives
\begin{equation}
E_+=\frac h2+\frac{|h|}{2}\sqrt{1+\frac{4V^2}{h^2}}
\simeq\frac{V^2}{|h|}.
\end{equation}
Weak coupling therefore barely moves the dangling level.

\subsection{The electrons and the spin}

The hybrid and hydrogen supply one electron each. In the ground state of this model both enter \(E_-\), with opposite spins, and \(E_+\) is empty. The half-filled gap level has gone, and so has the unpaired spin. Adding an electron to the dangling hybrid without adding an orbital would pair the spin too, but would leave a filled gap level. It is the additional orbital, coupled strongly enough, that clears the gap.

\section{Third contribution: the rest of the solid}

The dangling hybrid also couples to other hybrids on its own atom. A solvable model for this is a long chain of hybrids, numbered \(1,2,3,\ldots\) from its free end. Hybrids 1 and 2 share an atom and have coupling \(v_1\); hybrids 2 and 3 form a bond with coupling \(v_2>v_1>0\); the pattern repeats. Hybrid 1 is dangling. In an open chain the sign of any coupling can be changed by changing the signs of basis orbitals, so positive values lose no generality.

Inside the chain, let the two hybrids of a repeat unit have amplitudes \(a\) and \(b\), with phase \(k\) between units. Then \(Ea=(v_1+v_2e^{-ik})b\) and \(Eb=(v_1+v_2e^{ik})a\), so
\begin{equation}
E^2=v_1^2+v_2^2+2v_1v_2\cos k .
\end{equation}
Thus \(|E|\) runs from \(v_2-v_1\) to \(v_2+v_1\), and \(D=v_2-v_1\). I take \(v_1=2.1\) eV and \(v_2=3.0\) eV, which reproduce \(D=0.9\) eV and put the bottom of the valence band at \(-5.1\) eV.

\subsection{The dangling state is shared}

At \(E=0\), the equation at hybrid 1 is \(v_1c_2=0\), so \(c_2=0\). The equation at hybrid 3 then gives \(c_4=0\), and so on for all even hybrids. At hybrid 2, \(v_1c_1+v_2c_3=0\), so \(c_3=-(v_1/v_2)c_1\). Each further odd amplitude is multiplied by the same factor. The state decays into the solid. Normalization is a geometric sum:
\begin{equation}
1=c_1^2\sum_{n=0}^{\infty}\left(\frac{v_1}{v_2}\right)^{2n}
=\frac{c_1^2}{1-(v_1/v_2)^2},
\end{equation}
and the weight on the dangling hybrid is
\begin{equation}
Z=c_1^2=1-\left(\frac{v_1}{v_2}\right)^2=1-0.49=0.51 .
\end{equation}
Hydrogen touches hybrid 1, so its coupling to this state is \(V\sqrt Z\), not \(V\).

\subsection{The exact gap equation of the chain}

Let \(H_c\) be the chain Hamiltonian without hydrogen, and define
\begin{equation}
g(E)=\langle1|(E-H_c)^{-1}|1\rangle
=\sum_n\frac{w_n}{E-\epsilon_n},
\label{spectral}
\end{equation}
where \(w_n\) is the weight of chain state \(n\) on hybrid 1 and \(\epsilon_n\) its energy. The sum becomes an integral over the bands for an infinite chain. With hydrogen attached, the chain amplitudes obey \((E-H_c)|c\rangle=Vc_H|1\rangle\), so \(c_1=Vg\,c_H\). The hydrogen equation is \((E-h)c_H=Vc_1\). Combining them,
\begin{equation}
E-h=V^2g(E).
\label{gap}
\end{equation}
The point \(E=0\), where \(g\) has a pole, needs separate care. Projecting the chain equation on the old end state gives \(0=Vc_H\sqrt Z\), so \(c_H=0\); then \(c_1=0\), and the chain equations make every other amplitude vanish. No level remains at zero when \(V\ne0\).

To find \(g\), eliminate one hybrid at a time in the same way. Let \(g_2\) be the quantity corresponding to \(g\) for the chain that starts at hybrid 2, evaluated on that hybrid. Beyond hybrid 2 lies a chain identical to the original, so
\begin{equation}
g=\frac1{E-v_1^2g_2},\qquad g_2=\frac1{E-v_2^2g}.
\end{equation}
Substituting \(g_2\) and multiplying by \(E-v_2^2g\),
\begin{align}
g(E^2-v_2^2Eg-v_1^2)&=E-v_2^2g,\\
v_2^2Eg^2-Bg+E&=0,
\end{align}
with \(B=E^2+v_2^2-v_1^2\). In the gap the solution is
\begin{equation}
g=\frac{B+\sqrt{B^2-4v_2^2E^2}}{2v_2^2E}.
\end{equation}
The plus sign gives \(g\simeq Z/E\) near zero, as the end state requires. The root keeps this sign across the gap because
\begin{equation}
B^2-4v_2^2E^2=[(v_2-E)^2-v_1^2][(v_2+E)^2-v_1^2]
\end{equation}
is positive for \(|E|<D\). It vanishes at \(E=D\), where \(B=D^2+D(v_2+v_1)=2v_2D\). Hence \(g(D)=1/v_2\). Since \(g\) is odd, \(g(-D)=-1/v_2\).

\subsection{The stricter threshold}

Equation \eqref{spectral} gives \(g'(E)=-\sum_n w_n/(E-\epsilon_n)^2<0\) away from the pole. Therefore \(F(E)=E-h-V^2g(E)\) rises on each side of zero. A gap level is a zero of \(F\).

On the upper side, \(F\) rises from \(-\infty\) to \(D-h-V^2/v_2\). There is no zero if this end value is negative. On the lower side, \(F\) rises from \(-D-h+V^2/v_2\) to \(+\infty\). There is no zero if this starting value is positive. The two conditions are \(V^2/v_2>D-h\) and \(V^2/v_2>D+h\), or together
\begin{equation}
V^2>v_2(D+|h|).
\label{chaincond}
\end{equation}
At equality a level has just reached an edge. The example needs \(|V|>\sqrt{3.0\times1.9}=2.39\) eV. Its 3.0 eV suffices.

Condition \eqref{chaincond} was tested by diagonalizing chains of 301 hybrids plus hydrogen. Random values of \(h\) between \(-2.5\) and 2.5 eV and of \(|V|\) between 0.5 and 4.5 eV were used, omitting cases with \(V^2\) within 10\% of threshold, a generous margin: for \(h=-1\) eV, finite length hides the shallow level only within about 1\% of threshold. The presence or absence of a gap level agreed with the condition in every case kept.

\subsection{Weighing the host's two effects}

For \(h<0\) the upper edge decides, and the threshold is \(V^2=(D+|h|)/g(D)\). This allows the contributions to be separated.
\begin{enumerate}
\item An isolated hybrid has \(g=1/D=1.11\ \text{eV}^{-1}\). The threshold is 1.31 eV.
\item Sharing alone changes this to \(Z/D=0.57\ \text{eV}^{-1}\). The threshold rises to \(\sqrt{1.9/0.567}=1.83\) eV.
\item Including the band states gives \(1/v_2=0.33\ \text{eV}^{-1}\). The threshold becomes 2.39 eV.
\end{enumerate}
The sign of the last change follows from symmetry. Reversing the signs of all even hybrids reverses \(H_c\), so band states occur at \(\pm\epsilon\) with equal weights \(w\) on hybrid 1. Each pair contributes
\begin{equation}
\frac{w}{E-\epsilon}+\frac{w}{E+\epsilon}
=\frac{2wE}{E^2-\epsilon^2}<0
\quad\text{for }0<E<\epsilon .
\end{equation}
The nearer conduction states outweigh the valence states and resist the upward motion of the level. In this example the two host effects raise the threshold by similar amounts, about 0.5 and 0.6 eV.

\section{A second case: coupling that is too weak}

Keep everything fixed except \(|V|\), now 1.5 eV. The two-orbital formula gives \(E_+=-0.5+\sqrt{0.25+2.25}=1.08\) eV, outside the gap. The chain instead has a level at 0.63 eV, inside it. Replacing \(V^2\) by \(ZV^2\) in \eqref{two} gives \(-0.5+\sqrt{0.25+1.15}=0.68\) eV, so the sharing of the dangling state accounts for most of the difference.

At this coupling a bonding combination exists, but its antibonding partner has not left the gap. Stretching an Si--H bond also reduces \(|V|\), but the model with fixed \(h<0\) cannot follow the bond until it breaks. As \(V\) goes to zero it puts both electrons on hydrogen, whereas a separated neutral hydrogen atom has one.

\section{What the levels become inside the bands}

With \(|V|=3.0\) eV, the chain with hydrogen has 302 orbitals: 151 levels below the gap, 151 above and none within it. Its 302 electrons fill the lower levels in pairs. The equal division has a reason. Reduce \(|h|\) to zero at fixed \(V\). Condition \eqref{chaincond} stays satisfied, so no level crosses the gap. At \(h=0\) the sign-reversal symmetry makes the spectrum symmetric, with half the levels on each side.

The bonding energy \(-3.54\) eV falls within the valence band, between \(-5.1\) and \(-0.9\) eV. It therefore mixes with band states of similar energy. The occupied hydrogen weight has mean energy \(-3.3\) eV and root-mean-square spread 1.1 eV. The two-orbital level gives roughly the mean of a distribution spread over the whole valence band and largest near \(-4\) eV, not a sharp level of the solid. The charge changes little: hydrogen holds 1.19 electrons in the chain and \(2\times0.582=1.16\) in the two-orbital model.

\section{Smaller or separate contributions}

\subsection{Overlap}

If the two orbitals have overlap \(S\), the determinant condition becomes
\begin{equation}
(-E)(h-E)=(V-ES)^2 .
\end{equation}
Here \(V\) is the matrix element with the hybrid energy as zero; another zero would change it. Expanding and collecting powers of \(E\),
\begin{equation}
(1-S^2)E^2+(2VS-h)E-V^2=0 .
\end{equation}
For \(S=0.2\) this is \(0.96E^2-0.2E-9=0\), with energies in eV. The roots are \(-2.96\) and 3.17 eV. Each level moves up by about 0.6 eV, and both remain outside the gap. The value 0.2 is illustrative. Free-atom orbitals, a silicon \(sp^3\) hybrid and hydrogen \(1s\) at 1.48 \AA, overlap by about 0.7, and at the same \(V\) and \(h\) the roots are then \(-2.1\) and 8.4 eV. Overlap of that size is not a small correction, although the gap stays empty, also in the chain.

\subsection{Disorder}

In 100 chains, hybrid energies and chain couplings received independent Gaussian variations of 0.1 eV root mean square. The hydrogen coupling varied by 0.3 eV, with \(h\) fixed. Levels within 0.45 eV of midgap numbered 100 before hydrogen and none after it. This tests the removal of deep levels. It does not show that the whole gap is empty: distorted bonds can produce band-tail states, and hydrogen on a dangling bond does not repair those bonds.

\subsection{Electron repulsion}

A second electron on a dangling bond costs extra energy, roughly 0.3 eV. In an average-field picture this separates the levels for removing and adding an electron by 0.3 eV, one sixth of the gap. Centred on midgap, they would lie at \(\pm0.15\) eV. Repulsion splits the defect level but does not clear it from the gap.

\subsection{Temperature}

At 300 K the thermal energy is 0.026 eV, far below \(D\). Heat matters more through loss of hydrogen. For one barrier \(E_b\) and attempt rate \(\nu\), the release time is
\begin{equation}
t=\nu^{-1}\exp(E_b/k_BT).
\end{equation}
Rough inputs \(E_b=2.5\) eV and \(\nu=10^{13}\ \text{s}^{-1}\) give about \(10^{29}\) s at 300 K, \(10^{12}\) s at 500 K and \(6\times10^2\) s at 800 K. These are orders of magnitude at best. Lowering the barrier by 0.5 eV shortens the 500 K time by \(\exp(0.5/0.0431)\simeq10^5\). With 1.5 eV, nearer the activation energy usually found for hydrogen diffusion in this material, the formula gives only about \(10^2\) s at 500 K. The times for 2.5 eV should therefore not be read as lifetimes of a real film.

\section{A molecular test of the mechanism}

The couplings above were chosen. A calculation on Si\(_4\)H\(_{10}\) tests the mechanism without choosing them. The central silicon has three silicon neighbours and one hydrogen. Removing that hydrogen leaves Si\(_4\)H\(_9\), with a dangling bond. The method is PBE density-functional theory in the 3-21G basis. All remaining atoms are held fixed in an ideal tetrahedral geometry, with Si--Si and Si--H lengths of 2.35 and 1.48 \AA.

The saturated molecule has its highest occupied level at \(-7.0\) eV and its lowest empty level at \(-0.5\) eV. The radical has an occupied dangling level at \(-5.3\) eV and its empty opposite-spin partner at \(-3.9\) eV. Both lie inside the window that is empty when hydrogen is present. These energies are not converged in basis: def2-SVP gives \(-6.9\), \(-0.7\), \(-5.3\) and \(-4.0\) eV, shifts of up to 0.2 eV that leave the ordering unchanged.

Orthogonal atomic-like orbitals extracted from Si\(_4\)H\(_{10}\) give a hybrid energy of \(-2.54\) eV, a hydrogen energy of \(-3.54\) eV and a coupling of 7.02 eV. Their mean energy is \(-3.04\) eV and half their difference is 0.50 eV, so
\begin{equation}
E_\pm=-3.04\pm\sqrt{0.50^2+7.02^2}\ \text{eV}.
\end{equation}
The results, \(-10.1\) and 4.0 eV, lie on opposite sides of the molecular window.

This coupling is more than twice the model's 3.0 eV, but the Si--Si coupling, 5.3 eV, is larger too. The coupling between hybrids on one atom, 1.05 eV, is only half the chain's \(v_1\), so its ratio to the bond coupling is 0.2 rather than 0.7. On a branching network with three back bonds these values would give \(Z=1-3(1.05/5.3)^2=0.88\), much less sharing than the chain's 0.51. The values depend on the basis and on how the orbitals are defined. In def2-SVP the hybrid energy, hydrogen energy and coupling become \(-2.2\), \(-3.6\) and 7.0 eV, and another orthogonalization shifts the two energies by a further 0.4 and 0.9 eV, with hydrogen always below the hybrid. One of them should not be moved alone into the chain. The calculation omits geometry relaxation, uses a small basis and an approximate functional, and its orbital energies are not measured excitation energies. It supports the mechanism, not a numerical gap for the solid.

\section{The real material and the margin}

A gap near 1.8 eV and about ten hydrogen atoms per hundred silicon atoms are rough typical values for hydrogenated amorphous silicon. The chain couplings are effective values chosen to give that gap; a real silicon atom has three back bonds, not one. Taking roughly \(10^{19}\) dangling bonds per cm\(^3\) without hydrogen and \(5\times10^{21}\) hydrogen atoms per cm\(^3\), one hydrogen per dangling bond uses 0.2\% of the hydrogen. Supply by number is ample, although hydrogen must still reach the defects.

The threshold also limits how deep the hydrogen level may lie. With \(V\) and \(v_2\) fixed, \eqref{chaincond} requires
\begin{equation}
|h|<\frac{V^2}{v_2}-D=3.0-0.9=2.1\ \text{eV}.
\end{equation}
The chosen 1.0 eV leaves a margin of 1.1 eV. This margin, like the threshold 2.39 eV, belongs to the chain. It rests on \(g(\pm D)=\pm1/v_2\) and on the sign-reversal symmetry, and neither holds once an atom carries four mutually coupled hybrids. A hydrogen level deeper than \(-2.1\) eV would leave a state below the conduction edge in this chain. Real band edges are also not sharp: tails extend into the gap by roughly tenths of an eV. The model therefore explains the loss of the deep dangling-bond level, while the tails remain a separate source of gap states.

\section*{Numbers as computed}
\begin{verbatim}
Model gap: 1.800 eV
Coupling within silicon atom v1: 2.100 eV
Coupling across silicon bond v2: 3.000 eV
Effective hydrogen energy h: -1.000 eV
Hydrogen coupling magnitude: 3.000 eV
Two-level bonding energy: -3.541 eV
Two-level antibonding energy: 2.541 eV
Hydrogen weight in bonding level: 0.582
Two-level critical coupling: 1.308 eV
Chain critical coupling: 2.387 eV
Bare end-state weight on dangling hybrid: 0.510
Weak coupling tested: 1.500 eV
Gap level left by weak coupling: 0.631 eV
Chain orbitals with hydrogen: 302
Chain levels below gap: 151
Chain levels above gap: 151
Electrons on hydrogen in chain: 1.190
Mean energy of occupied hydrogen weight: -3.310 eV
RMS energy spread of that weight: 1.075 eV
Lower edge of chain valence band: -5.100 eV
Overlap tested: 0.200
Bonding energy with overlap: -2.959 eV
Antibonding energy with overlap: 3.168 eV
RMS site and bond disorder: 0.100 eV
RMS hydrogen-coupling disorder: 0.300 eV
Disordered chains: 100
Deep levels before hydrogen: 100
Deep levels after hydrogen: 0
Rough dangling-bond repulsion: 0.300 eV
Repulsion divided by model gap: 0.167
Rough hydrogen-release barrier: 2.500 eV
Rough attempt rate: 1.0e+13 1/s
Thermal energy at 300 K: 0.0259 eV
Release time at 300 K: 1.0e+29 s
Thermal energy at 500 K: 0.0431 eV
Release time at 500 K: 1.6e+12 s
Thermal energy at 800 K: 0.0689 eV
Release time at 800 K: 5.6e+02 s
Rough dangling-bond density: 1.0e+19 cm^-3
Rough hydrogen density: 5.0e+21 cm^-3
Hydrogen needed for dangling bonds: 0.20 %
Si4H10 highest occupied level: -7.015 eV
Si4H10 lowest empty level: -0.484 eV
Si4H9 occupied dangling level: -5.255 eV
Si4H9 empty dangling level: -3.896 eV
Si4H10 local silicon hybrid energy: -2.542 eV
Si4H10 local hydrogen energy: -3.540 eV
Si4H10 Si-H coupling magnitude: 7.016 eV
Si4H10 Si-Si coupling magnitude: 5.317 eV
Si4H10 within-atom coupling magnitude: 1.051 eV
Si4H10 local bonding energy: -10.074 eV
Si4H10 local antibonding energy: 3.992 eV
\end{verbatim}
